# Order e² plasma pressure and the effective neutrino number

## Problem

A neutral plasma of photons, electrons and positrons is in equilibrium with three neutrino species. At temperature $T_d$ all neutrinos decouple at once. The universe then cools, the pairs annihilate, and photons remain. The effective neutrino number is defined at $T\ll m$, with $m$ the electron mass, by

$$\frac{\rho_\nu}{\rho_\gamma}=\frac78\left(\frac4{11}\right)^{4/3}N_{\rm eff}.$$

Find the order $e^2$ pressure of the plasma for massive electrons, include it in entropy conservation, and determine how much it changes $N_{\rm eff}$ at fixed $T_d$.

Units are $\hbar=c=k_B=1$, $e^2=4\pi\alpha$, and energies are in MeV. The chemical potential is zero. Muons, neutrino oscillations and gradual decoupling are left out.

**From entropy to $N_{\rm eff}$.** With $s=dP/dT$ and $\rho=Ts-P$, we have $d\rho=T\,ds$ and $\rho+P=Ts$. The continuity equation $d\rho=-3(\rho+P)\,d\ln a$, with $a$ the scale factor, becomes $ds/s=-3\,d\ln a$, so $sa^3$ is constant. Interactions are allowed here, provided they are contained in $P(T)$. Decoupled neutrinos redshift, so $T_\nu a$ is constant, and therefore $s/T_\nu^3$ is constant. At decoupling $T_\nu=T_d$; at the end $s=4\pi^2T_\gamma^3/45$. Hence

$$\left(\frac{T_\gamma}{T_\nu}\right)^3=\frac{45\,s(T_d)}{4\pi^2T_d^3}.$$

Each neutrino species has $7/8$ of the photon energy density at equal temperature, so $\rho_\nu/\rho_\gamma=3\cdot\frac78(T_\nu/T_\gamma)^4$ and

$$N_{\rm eff}=3\left(\frac{11}{4}\right)^{4/3}\left[\frac{45\,s(T_d)}{4\pi^2T_d^3}\right]^{-4/3}.\tag{1}$$

Only the plasma entropy at $T_d$ enters. Write $s=s_0+s_2$, where $s_0$ is ideal and $s_2$ is of order $e^2$. If $N_0$ is the value for $s_0$, expansion of (1) gives

$$\Delta N=-\frac43N_0\frac{s_2}{s_0}.\tag{2}$$

## First estimate by scaling

Take $T_d\gg m$. A photon moving among charges of density $n_{\rm ch}$ and inertia $E$ acquires a squared mass of order $m_\gamma^2\sim e^2n_{\rm ch}/E$. For massless pairs $n_{\rm ch}=3\zeta(3)T^3/\pi^2\approx0.37\,T^3$, and $E\approx3T$, so $m_\gamma^2\approx0.12\,e^2T^2$.

The pressure of two photon polarizations is $-2T\int\frac{d^3k}{(2\pi)^3}\ln(1-e^{-\omega/T})$. Since $\partial\omega/\partial m_\gamma^2=1/(2\omega)$, a small squared mass changes it, to first order, by

$$-m_\gamma^2\int\frac{d^3k}{(2\pi)^3}\frac{1}{k(e^{k/T}-1)}=-\frac{m_\gamma^2T^2}{12}\approx-0.010\,e^2T^4 .$$

The entropy change is four times this divided by $T$, about $-0.0037\,T^3$ for $e^2=0.0917$. The ideal entropy is $11\pi^2T^3/45=2.41\,T^3$. Equation (2) with $N_0=3$ then gives $\Delta N\approx+0.006$. The sign is positive because the photon mass lowers the entropy, so annihilation heats the photons less. The estimate omits the interaction among the electrons and positrons, and it replaces an average of $1/E$ by the inverse of an average energy.

## Solution at order $e^2$

**The two-loop expression.** Use Euclidean Feynman gauge with Hermitian matrices $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$ and interaction $S_I=ie\int\bar\psi\gamma_\mu A_\mu\psi$. The propagators are $(m-i\slashed P)/(P^2+m^2)$ and $\delta_{\mu\nu}/K^2$. The second-order term of $P=(T/V)\ln Z$ is $(T/2V)\langle S_I^2\rangle$. The factor $(ie)^2=-e^2$ and the minus sign of the fermion loop combine to give

$$P_2=\frac{e^2}{2}\sum\!\!\!\!\!\!\!\int_{P,Q}\frac{{\rm Tr}[\gamma_\mu(m-i\slashed P)\gamma_\mu(m-i\slashed Q)]}{(P^2+m^2)(Q^2+m^2)K^2},\qquad K=P-Q.$$

The sum-integral means $T\sum_\omega\int d^{d-1}p/(2\pi)^{d-1}$ for each momentum; $d$ regulates vacuum divergences. The other contraction, two separate loops joined by a photon, is proportional to the squared mean current and vanishes by neutrality.

With $\gamma_\mu\slashed P\gamma_\mu=(2-d)\slashed P$, the trace is $4dm^2+4(d-2)P\cdot Q$. Let $D_P=P^2+m^2$ and $D_Q=Q^2+m^2$. Then $2P\cdot Q=D_P+D_Q-2m^2-K^2$, and the trace becomes

$$2(d-2)(D_P+D_Q-K^2)+8m^2 .$$

Each of the first three terms cancels one denominator. With tadpoles $F=\sum\!\!\!\!\!\int1/D_P$ and $B=\sum\!\!\!\!\!\int1/K^2$, and with $S=\sum\!\!\!\!\!\int1/(D_PD_QK^2)$,

$$P_2=e^2\left[(d-2)(2BF-F^2)+4m^2S\right].\tag{3}$$

**Frequency sums.** Let $n=1/(e^{E/T}+1)$ and $b=1/(e^{k/T}-1)$. The sums of $1/(\omega^2+E^2)$ and $1/(\omega^2+k^2)$ are $(1-2n)/2E$ and $(1+2b)/2k$. Thus

$$F=F_v-J,\quad J=\int\frac{d^3p}{(2\pi)^3}\frac nE,\qquad B=\int\frac{d^3k}{(2\pi)^3}\frac bk=\frac{T^2}{12}.$$

Here $F_v$ is the vacuum part; the scaleless photon vacuum part is zero in dimensional regularization.

For $S$, go to imaginary time, $0<\tau<\beta=1/T$. An electron denominator becomes $\sum_{s=\pm}c_se^{-sE\tau}/2E$ with $c_+=1-n$, $c_-=-n$. The photon becomes $\sum_{\sigma=\pm} g_\sigma e^{-\sigma k\tau}/2k$ with $g_+=1+b$, $g_-=b$. Frequency conservation leaves $\int_0^\beta d\tau$ of the product. With $X=sE+s'E'+\sigma k$, each term contains $(1-e^{-\beta X})/X$. Because $c_se^{-s\beta E}=-c_{-s}$ and $g_\sigma e^{-\sigma\beta k}=g_{-\sigma}$, the exponential part equals the first part after all signs are reversed. The frequency sum is therefore

$$\frac1{4EE'k}\sum_{s,s',\sigma}\frac{c_sc'_{s'}g_\sigma}{sE+s'E'+\sigma k}.\tag{4}$$

The term cubic in occupations is $nn'b\sum1/X$, which vanishes because $X$ is odd under reversal of all signs. Vacuum, linear and bilinear terms remain. The vacuum term does not depend on $T$ and is dropped.

**Terms linear in $n$.** Taking $-n$ from one electron line in (4) leaves

$$-\frac nE\,\frac{E'+k}{2E'k[(E'+k)^2-E^2]} .$$

After integration over $\mathbf q$, the second factor is the vacuum loop $I_e=\int\frac{d^dQ}{(2\pi)^d}\frac1{D_QK^2}$ at $P^2=-m^2$, a constant by Lorentz invariance. The two lines give $-2JI_e$. Since $-F^2$ contributes $+2F_vJ$, the linear part of (3) is

$$2Je^2[(d-2)F_v-4m^2I_e]=-2J\,\delta m^2,\qquad \delta m^2=e^2[4m^2I_e-(d-2)F_v].$$

This $\delta m^2$ is the vacuum mass shift. The self-energy is $\Sigma=e^2\int\gamma_\mu(m-i\slashed Q)\gamma_\mu/(D_QK^2)$, and on shell $\delta m^2=2m\,\delta m=\frac12{\rm Tr}[(m-i\slashed P)\Sigma]$. This is the trace above with $D_P=0$, which gives the stated bracket.

The ideal electron pressure $4T\int\frac{d^3p}{(2\pi)^3}\ln(1+e^{-E/T})$ has

$$\frac{\partial P_0}{\partial m^2}=-2J.\tag{5}$$

The linear term therefore changes the bare mass in $P_0$ into the physical mass. With $m$ physical from now on, it must not be counted again.

**Terms linear in $b$.** In the same way $S$ contributes $BI_\gamma$, where $I_\gamma=\int\frac{d^dQ}{(2\pi)^d}D_Q^{-2}$; the loop depends on $K^2=0$ and may be evaluated at $K=0$. Since $F_v\propto m^{d-2}$,

$$I_\gamma=-\frac{dF_v}{dm^2}=-\frac{(d-2)F_v}{2m^2}.$$

Thus $2(d-2)BF_v+4m^2BI_\gamma=0$: the vacuum gives the photon no mass.

**Bilinear terms.** These are finite, so set $d=4$. The tadpoles give $2(-2BJ-J^2)=-T^2J/3-2J^2$.

The electron–photon part of (4) is

$$-\frac{nb}{2Ek}\left[\frac1{E'^2-(E+k)^2}+\frac1{E'^2-(E-k)^2}\right].$$

With $E'^2=E^2+k^2-2pkc$, where $c$ is the cosine of the angle, the bracket is $\frac1{2k}[\frac1{E-pc}-\frac1{E+pc}]$. It is odd in $c$ and integrates to zero.

The electron–electron part is

$$\frac{nn'}{2EE'}\left[\frac1{k^2-(E+E')^2}+\frac1{k^2-(E-E')^2}\right],\qquad k^2=p^2+q^2-2pqc .$$

The two denominators are $-2(EE'+m^2+pqc)$ and $2(EE'-m^2-pqc)$. Averaging over $c$, with $u=EE'$ and $v=pq$, gives

$$\frac1{4v}\ln\frac{(u-m^2+v)(u+m^2-v)}{(u-m^2-v)(u+m^2+v)}
=\frac1{4v}\ln\frac{u^2-(m^2-v)^2}{u^2-(m^2+v)^2}.$$

Since $u^2=v^2+m^2(p^2+q^2)+m^4$, the last numerator is $m^2(p+q)^2$ and the denominator is $m^2(p-q)^2$. The average is therefore $L/(2pq)$ with $L=\ln|(p+q)/(p-q)|$. The measures $p^2dp/2\pi^2$ and $q^2dq/2\pi^2$, and the factor $4m^2$ in (3), lead to

$$P_2=e^2\left[-\frac{T^2J}{3}-2J^2+\frac{m^2}{4\pi^4}\int_0^\infty\!\!\int_0^\infty dp\,dq\,\frac{pq\,n_pn_qL}{E_pE_q}\right].\tag{6}$$

The singularity of $L$ at $p=q$ is integrable.

**Cold limit.** For $T\ll m$, $J\to n_{\rm ch}/4m$, where $n_{\rm ch}$ counts both charges and both spins. The first term becomes $-(T^2/12)(e^2n_{\rm ch}/m)$: the photon pressure is shifted by the squared plasma frequency.

In the last term, $L/(2pq)$ is the angular average of $1/|\mathbf p-\mathbf q|^2$, so it becomes $2e^2\int\!\!\int nn'/|\mathbf p-\mathbf q|^2$, the Fock exchange pressure. For Maxwellian momenta each component of $\mathbf p-\mathbf q$ has variance $2mT$, and the mean of $1/|\mathbf p-\mathbf q|^2$ is $1/(2mT)$. The exchange pressure is $e^2n_s^2/(mT)$, where $n_s$ is the density per spin state of one charge. The contact term $-2J^2$ is smaller by a factor of order $T/m$. All parts of $P_2$, like the ideal pair pressure, fall exponentially with $m/T$. To this order, that justifies the pure photon entropy at the end of annihilation.

**Hot limit.** For $T\gg m$, $J=T^2/24$. The double integral without its prefactor stays finite, so the last term of (6) vanishes with $m^2$. Then

$$P_2=-e^2T^4\left(\frac1{72}+\frac1{288}\right)=-\frac{5e^2T^4}{288},\qquad s_2=-\frac{5e^2T^3}{72}.$$

The ideal pressure is $\frac{\pi^2T^4}{90}(2+4\cdot\frac78)$, so $s_0=11\pi^2T^3/45$. The ratio is $s_2/s_0=-25e^2/(88\pi^2)=-0.00264$. Equation (2) gives

$$\Delta N=\frac{25e^2}{22\pi^2}=\frac{50\alpha}{11\pi}=0.01056.\tag{7}$$

**Decoupling at 1.5 MeV.** Take $T_d=1.5$ MeV as a round model parameter; then $m/T_d=0.341$. In units of $10^{-3}T_d^4$, the three terms of (6) are $-1.177$, $-0.272$ and $+0.010$, with sum $-1.439$. The derivative of (6) at fixed $m$ gives $s_2=-0.005989\,T_d^3$, while $s_0=2.393397\,T_d^3$. Since (1) can be written with the massless ideal entropy $2.412570\,T_d^3$ as reference,

$$N_0=3\left(\frac{2.412570}{2.393397}\right)^{4/3}=3.0321,$$

$$N_{\rm eff}=3\left(\frac{2.412570}{2.387408}\right)^{4/3}=3.0422 .$$

The order $e^2$ pressure raises $N_{\rm eff}$ by $0.0101$. Equation (2) gives the same: $\frac43(3.0321)(0.002502)=0.0101$. Direct numerical integration of the continuity equation through annihilation reproduces both values of $N_{\rm eff}$. Without the logarithmic term the rise would be larger by only $0.00004$.

The excess of $N_0$ over 3 has a different origin. By (5), a small mass changes the ideal pressure by $-m^2T^2/12$ and the entropy by $-m^2T/6$. At $T_d$ this is $-0.0193\,T_d^3$, close to the actual difference $-0.0192\,T_d^3$. The excess $0.032$ is thus a mass effect of the ideal gas, and the QED rise must be measured from $N_0$, not from 3.

During annihilation the pressure (6) changes the path. At $T_\gamma=0.2$ MeV, $T_\gamma/T_\nu$ is $1.1216$ instead of $1.1222$; at $0.01$ MeV it is $1.3961$ instead of $1.3973$. By (1), the final value depends on the entropy at $T_d$ and not on this path.

## Comparison and range of validity

The estimate $0.006$ has the right sign and order of magnitude, and in the hot limit its deficit can be traced. Equation (6) corresponds to $m_\gamma^2=4e^2J=e^2T^2/6$, where the estimate had $0.12\,e^2T^2$: the mean of $1/E$ exceeds the inverse of the mean energy. This raises the estimate by a factor of about $1.4$. The contact term $-2J^2$ adds one quarter of the photon–electron term, a factor $5/4$. Unrounded, the estimate is $0.00617$ and the first factor is $1.368$, so $0.00617\times1.368\times\frac54=0.0106$.

The rise depends weakly on $T_d$. It is $0.0098$ at 1 MeV, $0.0103$ at 2 MeV and $0.0106$ at 10 MeV. The last value shows the approach to the hot limit within the model. At 10 MeV the omitted muons already carry an ideal entropy of about $0.0035\,T^3$; added to the plasma, it would lower $N_0$ by about $0.006$ and bring the rise to $0.0105$. The ideal value $N_0$ is much more sensitive, falling from $3.072$ at 1 MeV to $3.018$ at 2 MeV. Instantaneous decoupling is therefore better suited to the QED difference than to a precise absolute $N_{\rm eff}$. Any effect of QED on the weak rates, and hence on $T_d$ itself, is outside this calculation.

The next term in the coupling is of order $e^3$, because the static electric field is screened. A static potential acts as a shift of the chemical potential $\mu$, so the squared screening mass is $m_D^2=e^2\partial^2P_0/\partial\mu^2$. Summing repeated insertions of $m_D^2$ in the static photon mode, and subtracting the single insertion already in $P_2$, gives

$$P_3=-\frac T2\int\!\frac{d^3k}{(2\pi)^3}\left[\ln\!\left(1+\frac{m_D^2}{k^2}\right)-\frac{m_D^2}{k^2}\right].$$

Its derivative with respect to $m_D^2$ is

$$\frac{Tm_D^2}{2}\int\frac{d^3k}{(2\pi)^3}\frac1{k^2(k^2+m_D^2)}=\frac{Tm_D}{8\pi},$$

and integration from zero gives $P_3=Tm_D^3/(12\pi)$. It is positive and lowers $N_{\rm eff}$ by about $0.001$ at $T_d=1.5$ MeV, a tenth of the order $e^2$ rise. The result $\Delta N\approx0.01$ is thus meaningful to about one significant figure as a statement about the full QED pressure, although the order $e^2$ contribution itself is known more finely. The values for other decoupling temperatures are in the numerical output.

## Computed values

```
electron mass m = 0.510999 MeV
alpha = 0.007297353, e^2 = 0.0917012 (dimensionless)
Early decoupling, m/T_d -> 0 (dimensionless):
  P2/T^4 = -1.592035e-03
  s0/T^3 = 2.412570, s2/T^3 = -6.368141e-03
  fractional entropy loss 25 e^2/(88 pi^2) = 0.002640
  first-order rise 50 alpha/(11 pi) = 0.010558
  N_eff with unexpanded power = 3.010591
Example, T_d = 1.5 MeV, m/T_d = 0.34067:
  P0/T^4 = 0.593881 (dimensionless)
  photon-electron part / T^4 = -1.177009e-03
  electron contact part / T^4 = -2.719298e-04
  electron logarithm part / T^4 = 9.925890e-06
  total P2 part / T^4 = -1.439013e-03
  s0/T^3 = 2.393397 (dimensionless)
  s2/T^3 = -5.989197e-03 (dimensionless)
  s2/s0 = -2.502383e-03
  N_eff ideal = 3.032086, with e^2 pressure = 3.042232
  rise from e^2 = 0.010146, linear formula 0.010117
  rise without logarithmic term = 0.010187
  N_eff by continuity: 3.032086 ideal, 3.042232 QED
  estimated e^3 change of N_eff = -0.000950
Path: T_gamma [MeV], T_gamma/T_nu ideal, with QED
   1.50  1.000000  1.000000
   1.00  1.003294  1.003254
   0.50  1.020603  1.020422
   0.20  1.122169  1.121597
   0.10  1.306708  1.305716
   0.05  1.394843  1.393681
   0.01  1.397298  1.396132
T_d [MeV], N_eff ideal, N_eff with e^2, rise
    1.0  3.072239  3.082028  0.009789
    1.5  3.032086  3.042232  0.010146
    2.0  3.018044  3.028349  0.010305
    3.0  3.008018  3.018460  0.010441
    5.0  3.002886  3.013413  0.010527
   10.0  3.000722  3.011293  0.010571
```
